# Uehling Shift of the Dirac 1S Level: Closed Form and Expansion: a program that tests the result

```python
"""Uehling shift of the Dirac 1S level, point nucleus of infinite mass.

Result under test (hbar = c = m = 1, a = Z*alpha, g = sqrt(1-a^2)):
  E = (alpha/pi) a^4 F(a), F a combination of two 4F3 functions of a^2,
  F = A40 + A50 a + a^2 (A61 L + A60) + a^3 (A71 L + A70) + ...,
  L = ln(1/a^2), A61 = -2/15, A60 = (4/15) ln 2 - 1289/1575.
Only the one-loop potential linear in the nuclear charge is included.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const

mp.mp.dps = 50
alpha = const.fine_structure


def J(s):
    """Integral of u^(s-1) sqrt(1-u^2) (1+u^2/2) over 0<u<1, closed form."""
    return 3 * (s + 2) / (4 * (s + 3)) * mp.beta(s / 2, mp.mpf(3) / 2)


def F_closed(a):
    a = mp.mpf(a)
    g = mp.sqrt(1 - a**2)
    h = mp.mpf(1) / 2
    even = mp.hyper([g, g, g + h, g + 2], [h, g + 1, g + 5 * h], a**2)
    odd = mp.hyper([g + h, g + h, g + 1, g + 5 * h],
                   [3 * h, g + 3 * h, g + 3], a**2)
    bracket = J(2 * g) * even - 2 * g * a * J(2 * g + 1) * odd
    return -2 / (3 * g) * a**(2 * g - 2) * bracket


def F_integral(a, g):
    """Spectral integral with u = sin(theta); g = 1 is the Schroedinger density."""
    def integrand(th):
        u = mp.sin(th)
        return (u**(2 * g - 1) * mp.cos(th)**2 * (1 + u**2 / 2)
                * (1 + a * u)**(-2 * g))
    return -2 / (3 * g) * a**(2 * g - 2) * mp.quad(integrand, [0, mp.pi / 2])


# Spectral grid t = cosh(y); the weight includes dt and the trapezoid end factor.
dy = 0.03
y = np.arange(0, 45, dy)
t = np.cosh(y)
spectral = np.tanh(y)**2 * (1 + 0.5 / t**2) * dy
spectral[0] *= 0.5

# Feynman-parameter grid
nodes, weights = np.polynomial.legendre.leggauss(200)
xf = 0.5 * (nodes + 1)
wf = 0.5 * weights


def Pi_feynman(Q):
    """Renormalized one-loop polarization function divided by alpha."""
    p = xf * (1 - xf)
    return 2 / np.pi * (np.log1p(np.outer(np.asarray(Q)**2, p)) @ (wf * p))


def F_position(a):
    """Double integral over r and t with both Dirac components, numerical norm."""
    g = np.sqrt(1 - a * a)
    dx = 0.04
    r = np.exp(np.arange(-40, 12, dx))
    large = r**g * np.exp(-a * r)
    small = -a / (1 + g) * large
    density = large**2 + small**2
    norm = np.sum(density * r) * dx
    yukawa_sum = np.exp(-2 * np.outer(r, t)) @ spectral
    potential = -2 * a / (3 * np.pi * r) * yukawa_sum
    energy_over_alpha = np.sum(density * potential * r) * dx / norm
    return energy_over_alpha * np.pi / a**4


def F_momentum(a):
    """Momentum-space energy from the density form factor and Feynman integral."""
    g = np.sqrt(1 - a * a)
    dx = 0.02
    q = np.exp(np.arange(-22, 25, dx))
    z = q / (2 * a)
    form = np.sin(2 * g * np.arctan(z)) / (2 * g * z * (1 + z * z)**g)
    energy_over_alpha = -2 * a / np.pi * np.sum(form * Pi_feynman(q) * q) * dx
    return energy_over_alpha * np.pi / a**4


# Polarization function: Feynman form against spectral form
Q_test = np.array([0.1, 1.0, 10.0])
Pi_spec = np.array([2 * Q**2 / (3 * np.pi) * np.sum(spectral / (Q**2 + 4 * t**2))
                    for Q in Q_test])
Pi_feyn = Pi_feynman(Q_test)
assert np.allclose(Pi_spec, Pi_feyn, rtol=1e-9, atol=0)

# Dirac 1S components satisfy the radial equations with energy g
a_d = mp.mpf(82) * alpha
g_d = mp.sqrt(1 - a_d**2)
G = lambda r: r**g_d * mp.exp(-a_d * r)
S = lambda r: -a_d / (1 + g_d) * G(r)
for r in (mp.mpf('0.3'), mp.mpf(1), mp.mpf(4)):
    res1 = mp.diff(G, r) - G(r) / r - (g_d + 1 + a_d / r) * S(r)
    res2 = mp.diff(S, r) + S(r) / r + (g_d - 1 + a_d / r) * G(r)
    assert abs(res1) < 1e-15 and abs(res2) < 1e-15

# Closed form against two independent numerical roads
charges = (1, 20, 50, 82)
rows = []
for Z in charges:
    a = Z * alpha
    closed = float(F_closed(a))
    pos, mom = F_position(a), F_momentum(a)
    assert abs(pos / closed - 1) < 1e-8, (Z, pos, closed)
    assert abs(mom / closed - 1) < 1e-6, (Z, mom, closed)
    rows.append((Z, a, closed, pos, mom))

# Expansion coefficients from the derivation
ln2 = mp.log(2)
A40 = -mp.mpf(4) / 15
A50 = 5 * mp.pi / 48
A61 = -mp.mpf(2) / 15
A60 = 4 * ln2 / 15 - mp.mpf(1289) / 1575
A71 = 5 * mp.pi / 96
A70 = mp.pi * (5 * ln2 / 48 + mp.mpf(23) / 288)

# Derivative of J at s = 2 from its defining integral
J2_prime = mp.quad(lambda th: mp.sin(th) * mp.cos(th)**2
                   * (1 + mp.sin(th)**2 / 2) * mp.log(mp.sin(th)), [0, mp.pi / 2])
assert abs(J2_prime - mp.mpf(2) / 5 * (ln2 - mp.mpf(77) / 60)) < 1e-25


def order_two(a, relativistic=True):
    g = mp.sqrt(1 - a**2) if relativistic else mp.mpf(1)
    return (F_integral(a, g) - A40 - A50 * a) / a**2


# Numerical extraction of the logarithm and constant at very small a
a1, a2 = mp.mpf(10)**-10, mp.mpf(10)**-12
L1, L2 = -2 * mp.log(a1), -2 * mp.log(a2)
R1, R2 = order_two(a1), order_two(a2)
A61_num = (R1 - R2) / (L1 - L2)
A60_num = R2 - A61_num * L2
assert abs(A61_num - A61) < 1e-8
assert abs(A60_num - A60) < 1e-7
third = (R1 - A61 * L1 - A60) / a1
assert abs(third - A71 * L1 - A70) < 1e-5

# Schroedinger density: constant -12/35 and no logarithm
N1, N2 = order_two(a1, False), order_two(a2, False)
slope_nr = (N1 - N2) / (L1 - L2)
assert abs(slope_nr) < 1e-9
assert abs(N2 + mp.mpf(12) / 35) < 1e-9

# Hydrogen with an infinitely heavy point nucleus
a = mp.mpf(alpha)
L = -2 * mp.log(a)
mc2_eV = const.m_e * const.c**2 / const.e
scale_eV = alpha**5 / np.pi * mc2_eV
scale_kHz = scale_eV * const.e / const.h / 1e3
FH = F_closed(a)
terms = [('A40', A40), ('A50', A50 * a), ('A61', A61 * L * a**2),
         ('A60', A60 * a**2)]
remainder = FH - sum(v for _, v in terms)
next_order = a**3 * (A71 * L + A70)
assert abs(remainder / next_order - 1) < 0.1

print(f"fine-structure constant alpha = {alpha:.10f}")
print(f"electron rest energy = {mc2_eV:.3f} eV")
for Q, pf, ps in zip(Q_test, Pi_feyn, Pi_spec):
    print(f"Pi/alpha at Q/m={Q:g}: Feynman {pf:.9e}, spectral {ps:.9e}")
print(f"J(2) = {float(J(mp.mpf(2))):.10f}")
print(f"J(3) = {float(J(mp.mpf(3))):.10f}")
print(f"J(4) = {float(J(mp.mpf(4))):.10f}")
print(f"J'(2) from integral = {float(J2_prime):.10f}")
for name, value in (('A40', A40), ('A50', A50), ('A61', A61), ('A60', A60),
                    ('A71', A71), ('A70', A70)):
    print(f"{name} analytic = {float(value):.10f}")
print(f"A61 extracted numerically = {float(A61_num):.10f}")
print(f"A60 extracted numerically = {float(A60_num):.10f}")
print(f"Schroedinger density, a^2 constant = {float(N2):.10f}")
print(f"Schroedinger density, log slope = {float(slope_nr):.1e}")
print(f"A60 minus Schroedinger constant = {float(A60 - N2):.10f}")
for Z, az, closed, pos, mom in rows:
    Lz = -2 * np.log(az)
    series = float(A40 + A50 * az + az**2 * (A61 * Lz + A60))
    print(f"Z={Z}: a={az:.6f}, F closed={closed:.9f}")
    print(f"  F position={pos:.9f}, F momentum={mom:.9f}")
    print(f"  series through A60={series:.9f}, "
          f"relative error={100 * (series / closed - 1):.2e} %")
print(f"hydrogen L = {float(L):.6f}")
print(f"hydrogen scale alpha^5 mc^2/(pi h) = {scale_kHz:.3f} kHz")
for name, value in terms:
    print(f"hydrogen {name} term = {float(value) * scale_kHz:.4f} kHz")
print(f"hydrogen remainder after A60 = {float(remainder) * scale_kHz:.5f} kHz")
print(f"hydrogen A71 and A70 terms = {float(next_order) * scale_kHz:.5f} kHz")
print(f"hydrogen total Uehling shift = {float(FH) * scale_kHz:.4f} kHz")
print(f"hydrogen total Uehling shift = {float(FH) * scale_eV:.8e} eV")
print("checks complete")
```

Output:

```
fine-structure constant alpha = 0.0072973526
electron rest energy = 510998.951 eV
Pi/alpha at Q/m=0.1: Feynman 2.119795628e-04, spectral 2.119795628e-04
Pi/alpha at Q/m=1: Feynman 1.923532090e-02, spectral 1.923532090e-02
Pi/alpha at Q/m=10: Feynman 3.178293739e-01, spectral 3.178293739e-01
J(2) = 0.4000000000
J(3) = 0.2454369261
J(4) = 0.1714285714
J'(2) from integral = -0.2360744611
A40 analytic = -0.2666666667
A50 analytic = 0.3272492347
A61 analytic = -0.1333333333
A60 analytic = -0.6335734503
A71 analytic = 0.1636246174
A70 analytic = 0.4777229644
A61 extracted numerically = -0.1333333334
A60 extracted numerically = -0.6335734455
Schroedinger density, a^2 constant = -0.3428571429
Schroedinger density, log slope = -3.7e-12
A60 minus Schroedinger constant = -0.2907163074
Z=1: a=0.007297, F closed=-0.264381431
  F position=-0.264381431, F momentum=-0.264381431
  series through A60=-0.264382222, relative error=2.99e-04 %
Z=20: a=0.145947, F closed=-0.240914370
  F position=-0.240914370, F momentum=-0.240914370
  series through A60=-0.243332566, relative error=1.00e+00 %
Z=50: a=0.364868, F closed=-0.251333910
  F position=-0.251333910, F momentum=-0.251333910
  series through A60=-0.267403369, relative error=6.39e+00 %
Z=82: a=0.598383, F closed=-0.340883890
  F position=-0.340883890, F momentum=-0.340883890
  series through A60=-0.346737931, relative error=1.72e+00 %
hydrogen L = 9.840487
hydrogen scale alpha^5 mc^2/(pi h) = 813862.703 kHz
hydrogen A40 term = -217030.0540 kHz
hydrogen A50 term = 1943.5473 kHz
hydrogen A61 term = -56.8640 kHz
hydrogen A60 term = -27.4586 kHz
hydrogen remainder after A60 = 0.64357 kHz
hydrogen A71 and A70 terms = 0.66031 kHz
hydrogen total Uehling shift = -215170.1858 kHz
hydrogen total Uehling shift = -8.89872387e-07 eV
checks complete
```
